# Knudsen Number of a Gas in a 10 nm Trench

A calculation of metal deposition from a gas in a narrow trench needs a rule for moving the molecules. At one extreme is a continuum equation, in which molecules diffuse through a crowd of other molecules. At the other, molecules fly straight from wall to wall and the crowd is ignored. Between the two, both kinds of collision must be followed. A first guide is the Knudsen number

$$
\mathrm{Kn}=\frac{\lambda}{w},
$$

where $\lambda$ is the mean free path between gas collisions and $w$ is the full width of the trench. A small value favours the continuum equation, a large one the straight flights.

The case here is a trench of width $w=10$ nm and depth $h=100$ nm, long in the third direction and open at the top. It holds a gas at pressure $p=1$ Torr and temperature $T=300$ K. The molecules are hard spheres of diameter $d=0.37$ nm and mass 28 u, rough values for nitrogen, a common carrier gas.

## The estimate on an envelope

The ideal-gas law gives the number density. With $p=133.32$ Pa and $k_BT=4.1419\times10^{-21}$ J,

$$
n=\frac{p}{k_BT}=3.22\times10^{22}\ \mathrm{m^{-3}}.
$$

Two spheres touch when their centres are a distance $d$ apart, so a moving molecule presents a target of area $\pi d^2=0.430\ \mathrm{nm^2}$. Over a path $L$ it sweeps a volume $\pi d^2L$. If the other molecules stood still, it would meet one of them when this volume contained one centre on average, that is, when $n\pi d^2L=1$:

$$
L=\frac{1}{(3.22\times10^{22}\ \mathrm{m^{-3}})(0.430\times10^{-18}\ \mathrm{m^2})}
\approx 7.2\times10^{-5}\ \mathrm{m}.
$$

Divided by $10^{-8}$ m, this gives $\mathrm{Kn}\approx7000$. Three things remain open: the motion of the other molecules, the link between Kn and the numbers of collisions, and the effect of depth, which Kn does not contain.

## The mean free path

Assume a dilute gas in equilibrium. Each Cartesian component of a molecule's velocity is then Gaussian with zero mean and variance $s^2=k_BT/m$. The mean magnitude of such a velocity is

$$
\bar v=\int_0^\infty v\,\frac{4\pi v^2}{(2\pi s^2)^{3/2}}\,e^{-v^2/2s^2}\,dv .
$$

Since $\int_0^\infty v^3e^{-v^2/2s^2}dv=2s^4$,

$$
\bar v=\frac{8\pi s^4}{(2\pi)^{3/2}s^3}=s\sqrt{\frac{8}{\pi}}
=\sqrt{\frac{8k_BT}{\pi m}} .
$$

For the example $\bar v=476$ m/s.

What matters for a collision is the relative velocity of two molecules. It is the difference of two independent Gaussian velocities, so its components are Gaussian too, and their variances add to $2s^2$. The width $s$ is replaced by $\sqrt2\,s$, and the mean relative speed is $\sqrt2\,\bar v$. Seen from one molecule, the others sweep past at this mean speed, and its collision rate is

$$
\nu_{\rm gas}=n\pi d^2\,\sqrt2\,\bar v .
$$

The mean free path is the mean distance travelled per unit time divided by the number of collisions per unit time:

$$
\lambda=\frac{\bar v}{\nu_{\rm gas}}=\frac{1}{\sqrt2\,\pi d^2n}
=\frac{k_BT}{\sqrt2\,\pi d^2p}.
$$

The speed has cancelled, so at given $n$ and $d$ the mass does not matter. The motion of the other molecules shortens the envelope value by $\sqrt2$:

$$
\lambda=51.1\ \mathrm{\mu m},\qquad
\mathrm{Kn}=\frac{51\,078\ \mathrm{nm}}{10\ \mathrm{nm}}\approx5100 .
$$

This formula was tested by counting encounters among five million randomly placed pairs of spheres in straight-line motion with Gaussian velocities. The counted mean free path was 1.012 times the formula. The excess is about two standard errors of the count.

Because $\mathrm{Kn}\propto1/(pw)$ at fixed temperature, the same gas at 1 Torr would have $\mathrm{Kn}=1$ in a gap 51 µm wide. In a reactor space 1 cm across, Kn is about 0.005. The continuum description can therefore be right for the chamber and wrong for the trench it feeds.

## Wall hits per gas collision

The number of molecules that strike unit area of wall in unit time follows from the velocity component $v_x$ towards the wall:

$$
\Phi=n\int_0^\infty v_x\frac{e^{-v_x^2/2s^2}}{\sqrt{2\pi}\,s}\,dv_x
=\frac{ns}{\sqrt{2\pi}} .
$$

From the mean speed, $s=\bar v\sqrt{\pi/8}$. Hence $s/\sqrt{2\pi}=\bar v\sqrt{1/16}$ and

$$
\Phi=\frac{n\bar v}{4}.
$$

Take an area $A$ on each of the two side walls. Together they receive $2A\,n\bar v/4$ hits per unit time, and the gas between them contains $nAw$ molecules. The rate for one molecule is the quotient,

$$
\nu_{\rm wall}=\frac{2A\,n\bar v/4}{nAw}=\frac{\bar v}{2w}
=2.4\times10^{10}\ \mathrm{s^{-1}} .
$$

Its gas-collision rate is $\bar v/\lambda=9.3\times10^{6}\ \mathrm{s^{-1}}$. The ratio is

$$
\frac{\nu_{\rm wall}}{\nu_{\rm gas}}=\frac{\lambda}{2w}=\frac{\mathrm{Kn}}{2}\approx2550 .
$$

The factor one half appears because the mean flight between parallel walls is $2w$, not $w$: most flights cross the gap obliquely. Kn itself is thus not the ratio of counts, but it has the right order of magnitude.

## A whole visit to the trench

Rates alone do not settle the transport question. A molecule may hit walls many times before it leaves, and a deep trench gives it more time to meet another molecule. The quantity needed is the number of gas collisions in one visit, from entry through the mouth to exit.

Let the cavity have volume $V$ and mouth area $A_m$, and let its walls return every molecule. In equilibrium the density inside equals that outside. The cavity holds $nV$ molecules, and $n\bar vA_m/4$ enter per unit time. In a steady state the number inside equals the inflow times the mean stay $t$, so

$$
t=\frac{nV}{n\bar vA_m/4}=\frac{4V}{\bar vA_m}.
$$

Here $t$ is time in flight; time spent stuck to a wall is treated separately below. The molecules inside travel a total distance $nV\bar v$ per unit time. Dividing by the inflow gives the mean path per visit,

$$
\ell=\frac{nV\bar v}{n\bar vA_m/4}=\frac{4V}{A_m}.
$$

For a straight trench $V/A_m=h$, so $\ell=4h=400$ nm. The argument did not ask how molecules scatter inside. The mean number of gas collisions per visit is

$$
N_{\rm gas}=\frac{4h}{\lambda}=\frac{400\ \mathrm{nm}}{51\,078\ \mathrm{nm}}=0.0078 .
$$

The two side walls and the bottom have area $2h+w$ per unit length, the mouth has area $w$, and all receive the same flux. The mean number of wall hits per visit is therefore

$$
N_{\rm wall}=\frac{2h+w}{w}=21 .
$$

The probability of at least one gas collision cannot exceed the mean number of collisions, because every visit with a collision adds at least one to the count. Fewer than 1 visit in 100 is therefore disturbed by the gas. This gives a sufficient condition for most visits to be free of gas collisions,

$$
\frac{4h}{\lambda}\ll1 ,
$$

which for a deep trench asks more than $\mathrm{Kn}\gg1$.

Only molecules that reach the bottom can deposit metal there, and those that arrive by flight may have longer paths than the average visitor. If a fraction $f$ reaches the bottom, their mean path cannot exceed $4h/f$, since they alone would then account for the whole average. Unlike the mean path, $f$ depends on how the walls scatter: flat, mirror-like walls would send every molecule to the bottom. The values of $f$ used here, and their fall with depth, are for walls that re-emit diffusely, by the cosine law. Simulated flights of this kind without gas collisions gave $f=0.24$. These molecules thus have a mean path of at most about 1700 nm and, on average, at most about 0.033 gas collisions each. In a much deeper trench $f$ is smaller, and the condition that ensures nearly collision-free flights for them is the stricter $4h/(f\lambda)\ll1$.

## What gas collisions would do

The simulation followed molecules through the trench with wall re-emission by the cosine law, the directional distribution of an equilibrium flux. Gas collisions, where included, occurred at random with mean free path $\lambda$ and sent the molecule in a random direction. There were 150,000 visits in each of the first two cases and 40,000 in the third.

| Case | Mean path (nm) | Wall hits | Gas collisions | Fraction reaching bottom |
|---|---:|---:|---:|---:|
| No gas collisions | 400 | 21.0 | 0 | 0.241 |
| $\lambda=51\,078$ nm | 397 | 20.9 | 0.0080 | 0.239 |
| $\lambda=5$ nm | 396 | 20.8 | 79 | 0.052 |

The first two fractions differ by 0.0018, with a standard error of 0.0016, so no effect of the actual gas is resolved. Any true effect must be below 0.0078, because a trajectory is unchanged until its first gas collision.

The third case is an artificial contrast with $\mathrm{Kn}=0.5$. Its mean path and wall hits agree with the same formulas, as they should, yet the fraction reaching the bottom falls almost fivefold. The bottom has the same area as the mouth and receives the same flux, so it is hit once per visit on average in every case. When fewer molecules reach it, each of them must hit it more often: on average about 4 times without gas collisions and 19 times in the dense gas. Fewer molecules get deep, those that do return to the bottom again and again, and the averages over all visits are preserved. An unchanged mean path is therefore no evidence of unchanged transport.

## A heavy precursor

The value 5100 was found for a small carrier molecule. The molecule that carries the metal can be much bulkier. Take round parameters in the range of volatile metal-organic precursors: mass $m_1=300$ u and diameter $d_1=0.8$ nm, at 1% of the gas, with the rest the carrier of mass $m_2=28$ u and diameter $d_2=0.37$ nm.

Contact now occurs at the distance $d_{12}=(d_1+d_2)/2=0.585$ nm. The variances of the velocity components again add:

$$
\frac{k_BT}{m_1}+\frac{k_BT}{m_2}
=\frac{k_BT}{m_1}\left(1+\frac{m_1}{m_2}\right).
$$

The mean relative speed is therefore $\bar v_1\sqrt{1+m_1/m_2}$, where $\bar v_1$ is the mean speed of the precursor. Dividing $\bar v_1$ by the collision rate gives

$$
\lambda_1=\frac{1}{n\pi d_{12}^2\sqrt{1+m_1/m_2}} .
$$

The small precursor fraction has been neglected as a collision partner, so $n$ is the total density. The square root is 3.42, because a slow heavy molecule is struck by fast light ones. The result is $\lambda_1=8.4$ µm and $\mathrm{Kn}\approx840$. The encounter count for this mass ratio, again with five million pairs, agreed with the formula within its counting error of about 0.5%.

A visit now includes $4h/\lambda_1=0.047$ gas collisions on average. These can lower the fraction reaching the bottom by at most 0.047, from 0.24 to about 0.19. The molecules that do reach it therefore have, on average, at most about $0.047/0.19\approx0.25$ gas collisions each. The pure precursor at 1 Torr would have $\mathrm{Kn}\approx1100$. Compared with the carrier, Kn has dropped by a factor of five or six, but nearly all flights still end at a wall or at the mouth.

If the precursor sticks to the walls, its visit ends earlier. In an unchanged carrier gas this can only reduce its number of gas collisions, so 0.047 remains an upper estimate of the mean.

## Comparison and limits

The envelope gave about 7000 and the equilibrium calculation 5100; the difference is the factor $\sqrt2$. The molecular diameter matters too. Since $\mathrm{Kn}\propto d^{-2}$, changing $d$ by $-10\%$ or $+10\%$ gives 6300 or 4200. "About five thousand" is as much precision as the model deserves.

Other corrections do not alter the decision. The centre of a molecule can use only the width $w-d$, which raises Kn by 4%. For these hard spheres the leading correction to the ideal-gas pressure is a few parts in a million, and the thermal de Broglie wavelength, 0.019 nm, is small compared with the diameter.

Pressure is the more serious limit. At 760 Torr and the same temperature, Kn is 6.7, which still looks large. But $4h/\lambda$ has grown to $760\times0.0078\approx6$ gas collisions per visit. The sufficient condition has failed, and a calculation should then include both kinds of collision. For the heavy precursor the warning comes earlier: at 10 Torr, with the composition fixed, $4h/\lambda_1\approx0.5$. It is only a warning, because a heavy precursor tends to keep much of its direction when a light carrier molecule strikes it, and the number of collisions then overstates their effect on transport.

Kn also says nothing about time spent on the walls. A simple estimate of the dwell time is $\tau=\tau_0e^{E/k_BT}$, with binding energy $E$ and attempt time $\tau_0=10^{-13}$ s. For a rough carrier binding of 0.15 eV, $\tau=33$ ps, comparable with the mean flight time $2w/\bar v=42$ ps. For a precursor bound by a rough 0.5 eV, $\tau=25$ µs against a flight of 0.14 ns. Its progress in time is then governed by what happens on the walls, although its flights remain almost free of gas collisions. Desorption is one route; diffusion along the wall can be another. With hops of 0.3 nm, the same attempt time and an assumed hopping barrier of 0.15 eV, the root-mean-square displacement during one stay on a large flat wall would be about 260 nm. Its component along the depth direction would be about 185 nm, more than the depth of the trench. With a barrier of 0.35 eV the total displacement would be only about 5 nm. Flux times dwell time times molecular footprint $\pi d_1^2/4$ gives a precursor coverage of order 0.1, enough for arriving molecules to notice occupied sites. This is only a rough guide, since a change of 0.05 eV in the binding energy changes the estimate about sevenfold, and the attempt time for desorption of a large molecule can be orders of magnitude shorter than $10^{-13}$ s, which at the same binding energy lowers dwell time and coverage in proportion. A deposition model that stops at straight flights would miss this.

The example fixes one pressure and one temperature. If the precursor needs a heated surface to react, 300 K is too low. At 600 K, with pressure and diameter held fixed, the carrier's Kn doubles to about 10,000. The wall estimates change far more. With the same binding energy of 0.5 eV, the precursor's dwell time falls from 25 µs to about 1.6 ns, still longer than its flight of 0.10 ns, and the estimated coverage falls below $10^{-5}$. With the hopping barrier of 0.15 eV, the total displacement during one stay shrinks from about 260 nm to about 9 nm. Crowding and long diffusion along the walls are thus features of the 300 K example, not of every deposition. Real trenches also break the assumption of straight walls. If the mouth is pinched to half its width while the volume stays nearly the same, $\ell=4V/A_m$ doubles, and the carrier's gas collisions per visit rise from 0.008 to 0.016. Copper plated from a liquid lies outside this estimate altogether, because the trench then holds no dilute gas.

For the 1 Torr example, the calculation should therefore follow flights between walls and spend its effort on sticking, desorption, possible diffusion along the walls and the changing shape of the trench. The numerical output below gives most of the values behind these estimates.

## Table of computed values

```
temperature 300 K, pressure 1 Torr = 133.32 Pa
trench width 10 nm, depth 100 nm
gas diameter 0.37 nm, mass 28 u
thermal energy kT = 4.1419e-21 J = 0.02585 eV
number density = 3.219e+22 m^-3
collision cross-section pi d^2 = 0.4301 nm^2
mean free path = 51.1 um = 51078 nm
Knudsen number = 5108
pressure for Kn = 1 in this trench, ideal gas = 5108 Torr
Kn at 760 Torr = 6.72
mean molecular speed = 476.3 m/s
side-wall hit rate = 2.381e+10 1/s
gas collision rate = 9.325e+06 1/s
side-wall hits per gas collision, Kn/2 = 2554
molecules in 1 um of trench length = 32.2
encounter simulation / formula for mean free path:
  equal masses 1.0118, heavy in light 1.0003
visit formulas: path 400 nm, wall hits 21, gas collisions 0.00783
simulated visits: 150000 (free, actual), 40000 (dense)
  free: path 400.0 nm, wall hits 20.99, gas collisions 0.00000
    fraction reaching bottom 0.2407
  actual: path 397.4 nm, wall hits 20.87, gas collisions 0.00803
    fraction reaching bottom 0.2389
  dense: path 396.1 nm, wall hits 20.79, gas collisions 79.25052
    fraction reaching bottom 0.0515
dense-gas mean free path = 5.0 nm
standard error of free-actual difference = 0.0016
precursor diameter 0.8 nm, mass 300 u, fraction 0.01
precursor-carrier contact distance = 0.585 nm
mass factor sqrt(1+m1/m2) = 3.423
precursor in carrier: mfp 8.44 um, Kn 844
precursor gas collisions per visit = 0.0474
pure precursor at 1 Torr: mfp 10.93 um, Kn 1093
Kn for diameter -10% / +10% = 6306 / 4221
Kn at 600 K, same pressure and diameter = 10216
Kn with width reduced by molecular diameter = 5304
relative non-ideal pressure correction = 3.4e-06
thermal de Broglie wavelength = 0.0190 nm
adsorption attempt time = 1e-13 s
carrier: binding 0.15 eV, dwell 3.31e-11 s, flight 4.20e-11 s
  dilute-limit coverage 1.4e-05
precursor: binding 0.50 eV, dwell 2.51e-05 s, flight 1.37e-10 s
  dilute-limit coverage 0.15
```
